# Why Midgap Recombination in a Depletion Region Gives Ideality Near Two

**Question.** The diffusion current of a forward-biased p-n junction grows as $e^{qV/kT}$. Recombination through midgap traps in the depletion region gives a current that grows roughly as $e^{qV/2kT}$, although the product of the electron and hole densities there rises by the full factor $e^{qV/kT}$. Where does the factor of two come from, and how close to two is it?

## The mechanism: two carriers share one bias

A trap completes a recombination event when it has captured one electron and one hole. If either carrier is scarce, its capture limits the rate. On the p side electrons are scarce, on the n side holes are. If both carriers are captured about equally readily, the traps work fastest at a plane in between, where the two densities are comparable. The bias raises the product $np$ by $e^{qV/kT}$, but at that plane the increase is divided equally between the two densities, so each rises by $e^{qV/2kT}$. The rate follows the individual densities, not their product.

To make this quantitative, let the traps have density $N_t$, occupied fraction $f$, and capture coefficients $c_n$ and $c_p$. The net capture rates of electrons and holes are

$$U_n=c_nN_t[n(1-f)-n_1f],\qquad U_p=c_pN_t[pf-p_1(1-f)].$$

The second term in each is thermal emission. Detailed balance fixes $n_1$ and $p_1$ as the carrier densities that would exist with the Fermi level at the trap level. Hence $n_1p_1=n_i^2$, where $n_i$ is the intrinsic density. In steady state $U_n=U_p$, which gives

$$f=\frac{c_nn+c_pp_1}{S},\quad 1-f=\frac{c_nn_1+c_pp}{S},\quad S=c_n(n+n_1)+c_p(p+p_1).$$

On substitution into $U_n$ the terms $c_nnn_1$ cancel, leaving $U=N_tc_nc_p(np-n_1p_1)/S$. With lifetimes $\tau_n=1/(c_nN_t)$ and $\tau_p=1/(c_pN_t)$, this is the Shockley-Read-Hall rate,

$$U=\frac{np-n_i^2}{\tau_p(n+n_1)+\tau_n(p+p_1)}.\tag{1}$$

## Why the product is constant while the densities are not

Take the p side at $x<0$ and the n side at $x>0$. Let $V_T=kT/q$ and $v=V/V_T$, and let $\psi$ be the electrostatic potential in units of $V_T$. For Boltzmann statistics write

$$n=n_ie^{\psi+\eta_n},\qquad p=n_ie^{-\psi+\eta_p},$$

where $\eta_n$ and $\eta_p$ describe the quasi-Fermi levels. The electron current is the sum of drift and diffusion. With the Einstein relation and diffusion constant $D$,

$$J_n=qD\left(\frac{dn}{dx}-n\frac{d\psi}{dx}\right)=qDn\frac{d\eta_n}{dx}.$$

The change of $\eta_n$ across a layer is therefore $\int J_n\,dx/(qDn)$. It is small when the net current is small compared with the opposing drift and diffusion currents. The same holds for holes. Under this condition both quasi-Fermi levels are flat across the depletion region, and their separation is the applied bias:

$$np=n_i^2e^{\eta_n+\eta_p}=n_i^2e^v.\tag{2}$$

The ratio $n/p$, in contrast, varies as $e^{2\psi}$ and sweeps over many decades.

## Where the rate is largest

With $np$ fixed, the numerator of (1) is constant across the depletion region. So are $n_1$ and $p_1$. The rate is largest where $\tau_pn+\tau_np$ is smallest. The identity

$$(\tau_pn+\tau_np)^2=(\tau_pn-\tau_np)^2+4\tau_n\tau_p\,np$$

has a constant last term, so the minimum is reached when the first square vanishes:

$$\tau_pn=\tau_np,\qquad(\tau_pn+\tau_np)_{\min}=2\sqrt{\tau_n\tau_p}\,n_ie^{v/2}.\tag{3}$$

For equal lifetimes $\tau$ the peak is at $n=p=n_ie^{v/2}$. For a midgap trap, meaning one at the intrinsic level, $n_1=p_1=n_i$. Then

$$U_{\max}=\frac{n_i^2(e^v-1)}{2\tau n_i(e^{v/2}+1)}=\frac{n_i}{2\tau}\left(e^{v/2}-1\right),\tag{4}$$

because $e^v-1=(e^{v/2}-1)(e^{v/2}+1)$.

In the neutral p region, with acceptor density $N$, the majority density is pinned at $p\simeq N$. Equation (1) then reduces to $U\simeq(n-n_{\rm eq})/\tau_n$, where $n_{\rm eq}=n_i^2/N$. Holes cannot take up any of the increase in $np$, so the minority electrons take all of it and the rate grows as $e^v$. The same traps thus give both slopes: the bias is shared between two densities in one place and given to a single density in the other. The slope $e^v$ rests only on the pinned majority density, and it holds equally when the minority carriers are removed by another mechanism or at a contact.

## From the peak to a current

A peak rate gives a current only after multiplication by a width, and the width also depends on bias. Let $y$ be the potential in units of $V_T$ measured from the peak, increasing towards the n side. From (3), $\tau_pn=\sqrt{\tau_n\tau_p}\,n_ie^{v/2}e^{y}$, and $\tau_np$ is the same expression with $e^{-y}$. Their sum contains $2\cosh y$. Define

$$b=\frac{\tau_pn_1+\tau_np_1}{2\sqrt{\tau_n\tau_p}\,n_ie^{v/2}}.$$

Since $(e^v-1)/(2e^{v/2})=\sinh(v/2)$, equation (1) becomes

$$U(y)=\frac{n_i\sinh(v/2)}{\sqrt{\tau_n\tau_p}}\,\frac{1}{\cosh y+b}.\tag{5}$$

For small $b$ the rate falls to half its peak at $\cosh y=2$, or $|y|=1.32$. The active layer spans only a few thermal voltages of potential.

Over such a thin layer, take the field magnitude $F$ as constant, so that $dx=(V_T/F)\,dy$. The tails decay exponentially, and the integral may be extended to infinity:

$$J_{\rm dep}=q\int U\,dx=\frac{qn_iV_T}{F\sqrt{\tau_n\tau_p}}\sinh\!\left(\frac v2\right)G(b),\quad G(b)=\int_{-\infty}^{\infty}\frac{dy}{\cosh y+b}.\tag{6}$$

To evaluate $G$, set $t=\tanh(y/2)$. Then $\cosh y=(1+t^2)/(1-t^2)$ and $dy=2\,dt/(1-t^2)$, so

$$G=\int_{-1}^{1}\frac{2\,dt}{(1+b)+(1-b)t^2}=\frac{4}{\sqrt{1-b^2}}\arctan\sqrt{\frac{1-b}{1+b}}\qquad(b<1).$$

With $b=\cos\theta$ the square root is $\tan(\theta/2)$, and the arctangent is $\theta/2$. Hence

$$G=\frac{2\arccos b}{\sqrt{1-b^2}}\ (b<1),\qquad G=\frac{2\,\mathrm{arccosh}\,b}{\sqrt{b^2-1}}\ (b>1).\tag{7}$$

The second form follows in the same way with $b=\cosh\theta$. For $b\to0$, $G\to\pi$, and the current equals $qU_{\max}$ times an effective width $\pi V_T/F$.

## The field and the ideality factor

Consider a symmetric abrupt junction with doping $N$ on each side and permittivity $\varepsilon$. In equilibrium the electron density changes from $n_i^2/N$ to $N$ across it, so the built-in potential is $v_{\rm bi}=2\ln(N/n_i)$ in units of $V_T$. Bias reduces the barrier to $v_{\rm bi}-v$. By symmetry half of it, $h=(v_{\rm bi}-v)/2$, lies on each side of the centre.

Let $w$ be the potential measured from the neutral p region. There $p=Ne^{-w}$ and $n=Ne^{w-2h}$, and Poisson's equation reads

$$\frac{d^2w}{dx^2}=\frac{qN}{\varepsilon V_T}\left(1-e^{-w}+e^{w-2h}\right).$$

Multiply by $dw/dx$ and integrate from the neutral region, where the field vanishes, to the centre, where $w=h$. With $F=V_T\,dw/dx$,

$$F^2=\frac{2qNV_T}{\varepsilon}\left(h-1+2e^{-h}-e^{-2h}\right)\simeq\frac{2qNV_T}{\varepsilon}(h-1).\tag{8}$$

The $-1$ comes from majority carriers that spill into the edge of the depletion region and reduce its charge.

Define the ideality factor as $m=dv/d\ln J$. For $v\gg1$ and $b\ll1$, $\sinh(v/2)$ contributes $1/2$ to $1/m$ and $G$ is constant. The factor $1/F\propto(h-1)^{-1/2}$ contributes

$$-\frac12\,\frac{1}{h-1}\,\frac{dh}{dv}=\frac{1}{4(h-1)}=\frac{1}{2(v_{\rm bi}-v-2)},$$

because $dh/dv=-1/2$. Therefore

$$\frac1m\simeq\frac12+\frac{1}{2(v_{\rm bi}-v-2)}.\tag{9}$$

The depletion current has $m$ somewhat below two. Forward bias weakens the field, the potential then varies more slowly in space, and the active layer becomes thicker. The full depletion region becomes thinner at the same time. The sign of the correction thus depends on using the width in which recombination takes place, not the width of the depleted region.

## Numbers for a model diode

Take $T=300$ K, $n_i=10^{10}$ cm$^{-3}$, $N=10^{17}$ cm$^{-3}$, relative permittivity 12, both diffusion constants $D=10$ cm$^2$/s, both lifetimes 10 ns, and 15 µm on each side of the junction. Centimetres, seconds and volts are the natural units here. Then $V_T=25.85$ mV and $v_{\rm bi}=32.24$, or 0.833 V.

At $V=0.3$ V, $v=11.605$ and $e^{v/2}=331$. Equation (4) gives

$$U_{\max}=\frac{10^{10}\times330}{2\times10^{-8}}=1.65\times10^{20}\ \mathrm{cm^{-3}\,s^{-1}}.$$

With $h-1=9.32$, equation (8) gives $F=8.52\times10^4$ V/cm. Hence $V_T/F=3.03$ nm, and the effective width is $\pi V_T/F=9.5$ nm. The depletion approximation gives a total depletion width of 119 nm, so the active layer is about one twelfth of it. The current is

$$J_{\rm dep}\simeq(1.602\times10^{-19})(1.65\times10^{20})(9.53\times10^{-7})=2.52\times10^{-5}\ \mathrm{A/cm^2}.$$

Applying the peak rate over the whole 119 nm would overestimate this current about twelvefold. It would also put $m$ on the wrong side of two: a width proportional to $(v_{\rm bi}-v)^{1/2}$ gives $1/m=1/2-1/[2(v_{\rm bi}-v)]=0.476$, or $m=2.10$. Equation (9) gives instead

$$\frac1m=0.5+\frac{1}{2\times18.63}=0.527,\qquad m=1.90.$$

These formulas were tested against a numerical solution of Poisson's equation and both carrier continuity equations, which assumes neither flat quasi-Fermi levels nor a constant field. At the centre, $np$ departs from $n_i^2e^v$ by a relative $3\times10^{-6}$, which supports (2) there. The peak lies at the central grid point, and its height agrees with (4) to the printed digits. The ideality of the local rate is 1.994 at the plane $n=p$ and 1.000 in the neutral p region, 199 nm from the centre. The first value is what (4) predicts, since $dv/d\ln U_{\max}=2(1-e^{-v/2})=1.994$.

## The diffusion current and the measured slope

The terminal current also contains carriers that cross the depletion region and recombine beyond it. In the neutral p region the excess electron density obeys $D\,d^2\delta n/dx^2=\delta n/\tau$. It equals $(n_i^2/N)(e^v-1)$ at the depletion edge and zero at an ohmic contact a distance $\ell$ away. The solution is a hyperbolic sine of the distance from the contact, with decay length $L=\sqrt{D\tau}$. Its slope at the edge, together with the equal hole contribution from the n side, gives

$$J_{\rm dif}=\frac{2qDn_i^2}{NL}\coth\!\left(\frac{\ell}{L}\right)(e^v-1).\tag{10}$$

Here $L=3.16$ µm, and the small depletion width is neglected in $\ell=15$ µm. At 0.3 V, $J_{\rm dif}=1.11\times10^{-6}$ A/cm$^2$.

For a sum of currents, $1/m$ is the average of the separate values weighted by current. The depletion share is $2.522/(2.522+0.111)=0.958$, so

$$\frac1m\simeq0.958\times0.527+0.042\times1=0.547,\qquad m\simeq1.83.$$

The numerical solution gives 1.81. At 0.5 V diffusion has become the larger part and $m$ has dropped to 1.23; at 0.6 V it is 1.06. A slope near two therefore belongs to a window of bias.

The window also has a lower end. At 0.1 V, $v=3.87$, and the conditions behind (9) hold poorly. The sinh contributes $\tfrac12\coth(v/2)=0.521$ to $1/m$. The factor $G(b)$, with $b=e^{-v/2}=0.145$, contributes 0.041, and the field contributes 0.019. The sum is 0.581, or $m=1.72$; the numerical value is 1.71. In this diode the largest tabulated $m$ is 1.87, at 0.2 V.

## What the constant field leaves out

The numerical current at 0.3 V is 7.5% above the sum of (6) and (10). Most of this excess follows from the decrease of the field away from the centre. Stopping the integration that led to (8) at $w=h-|y|$ replaces $h-1$ by $h-1-|y|$, as long as mobile carriers remain negligible. To leading order the factor $1/F$ is then multiplied by $1+|y|/[2(h-1)]$. The average of $|y|$ with the weight $1/\cosh y$ is needed. Expanding $1/\cosh y=2(e^{-y}-e^{-3y}+e^{-5y}-\dots)$ for $y>0$ and integrating term by term,

$$\langle|y|\rangle=\frac{2}{\pi}\int_0^\infty\frac{y\,dy}{\cosh y}=\frac4\pi\left(1-\frac19+\frac1{25}-\dots\right)=1.17.$$

The depletion current is thus raised by $1.17/(2\times9.32)=6.3\%$. Higher terms in the expansion of $(1-|y|/(h-1))^{-1/2}$ have the same sign.

This correction grows with bias and so lowers $m$ slightly. With the diffusion formula subtracted, the numerical depletion current has $m=1.88$, against 1.90 from (9).

## Two cases that move the peak or remove the factor of two

**Unequal lifetimes.** Let $\tau_n=10$ ns and $\tau_p=100$ ns, so that holes are captured less readily. Condition (3) puts the peak at $n/p=\tau_n/\tau_p=0.1$, where holes are more plentiful. The numerical solution gives 0.1000. Since $n/p=e^{2\psi}$ with $\psi$ measured from the plane $n=p$, the shift is $\tfrac12\ln0.1=-1.15$ in potential, or $-1.15\times3.03=-3.5$ nm at constant field; the numerical position is $-3.6$ nm. The bias is still shared equally, because both densities at the peak remain proportional to $e^{v/2}$. The total ideality at 0.3 V nevertheless falls to 1.75. The depletion current has dropped by about $\sqrt{10}$, while the electron part of the diffusion current is unchanged, so diffusion has a larger share.

**A trap away from midgap.** Let the trap lie $\Delta$ above the intrinsic level, with equal lifetimes. Then $n_1=n_ie^{\Delta/kT}$, $p_1=n_ie^{-\Delta/kT}$ and

$$b=e^{-v/2}\cosh(\Delta/kT).$$

Small $b$ requires $|\Delta|$ to be less than about $qV/2$ by some $kT$. When $b\gg1$, emission dominates the denominator of (1) near the peak: a captured electron usually returns to the conduction band before a hole arrives. The denominator no longer grows with bias, and the rate recovers the full $e^v$ of its numerator.

The current has a slightly weaker slope. For large $b$, (7) becomes $G\simeq2\ln(2b)/b$. Since $d\ln b/dv=-1/2$, $G$ contributes $1/2-1/[2\ln(2b)]$ to $1/m$. The negative term expresses the shrinking of the flat top of the rate profile, whose half-width in potential is $\ln(2b)$.

For $\Delta=0.2$ eV and $V=0.2$ V, $b=23.9$ and $\ln(2b)=3.87$. The depletion current then has

$$\frac1m\simeq0.5+(0.5-0.129)+0.022=0.893,$$

where the last term is the field contribution. Including the 6% share of diffusion gives $1/m\simeq0.90$, or $m\simeq1.11$. The numerical solution gives 1.12, against 1.87 for the midgap trap at the same bias. The constant field is a poorer assumption here, because the flat top extends $3.9$ thermal voltages to each side while $h-1=11.2$; equation (6) then underestimates the size of the current more than in the midgap case.

The formulas omit surface recombination, tunnelling, series resistance and high injection. They also neglect the charge on the traps, which requires $N_t\ll N$: a 10 ns lifetime with a cross section of $10^{-15}$ cm$^2$ and a thermal velocity of $2\times10^7$ cm/s means $N_t=5\times10^{15}$ cm$^{-3}$. The lifetimes are taken as independent of field. For a Coulombic trap the Poole-Frenkel barrier lowering $\sqrt{qF/(\pi\varepsilon)}$ is 64 meV, or $2.5\,kT$, at $8.5\times10^4$ V/cm, and its decrease with forward bias opposes the field term in (9) with a similar size, so the correction to two derived here applies to traps without such field enhancement. Where these are negligible, an ideality near two in this model of a symmetric abrupt junction with uniform, single-level traps requires $v\gg1$, $b\ll1$, a barrier still many $kT$ high, and a small diffusion share. The full set of currents and slopes is in the numerical output below.

## Computed values

```
temperature = 300 K, thermal voltage VT = 25.852 mV
ni = 1.0e+10 cm^-3, doping N = 1.0e+17 cm^-3 on each side
relative permittivity = 12, diffusion constants = 10 cm^2/s
lifetimes = 10 ns, length of each side = 15 um
diffusion length = 3.162 um
built-in potential = 0.8334 V, vbi = 32.236 (units of VT)
Midgap trap; J in A/cm^2; sim = full numerical solution
V (V)  J sim      J depletion J diffusion sim/sum  m sim  m formula
0.1    4.203e-07  3.987e-07   4.749e-10   1.053    1.714  1.718
0.2    3.507e-06  3.280e-06   2.320e-08   1.062    1.868  1.878
0.3    2.832e-05  2.522e-05   1.111e-06   1.075    1.814  1.825
0.4    2.707e-04  1.963e-04   5.315e-05   1.085    1.579  1.578
0.5    4.387e-03  1.581e-03   2.544e-03   1.064    1.225  1.211
0.6    1.388e-01  1.362e-02   1.217e-01   1.025    1.056  1.045
Details at V = 0.3 V: v = 11.605, exp(v/2) = 331.05
relative departure of np from ni^2 exp(v) at centre = -3.0e-06
n at centre: sim = 3.3105e+12, ni exp(v/2) = 3.3105e+12 cm^-3
peak rate: sim = 1.6502e+20, formula = 1.6502e+20 cm^-3 s^-1
central field: sim = 8.4823e+04, formula = 8.5224e+04 V/cm
VT/F = 3.033 nm, active width pi VT/F = 9.53 nm
depletion width (depletion approximation) = 118.9 nm
ideality of local rate: at n = p 1.994, at x = -199 nm 1.000
depletion current alone: m sim = 1.876, simple formula = 1.898
Unequal lifetimes at 0.3 V: tau_n = 10 ns, tau_p = 100 ns
n/p at peak: sim = 0.1000, tau_n/tau_p = 0.1000
peak position = -3.61 nm, m sim = 1.748, formula = 1.757
Trap 0.2 eV above midgap at 0.2 V: b = 23.93, depletion share = 0.937
off-midgap trap: m sim = 1.118, formula = 1.110
```
